# A straight thickness-versus-cycle line does not prove self-limited etching: verification in Python

```python
# Result under test: a straight plot of removed thickness against cycle number
# shows equal removal in every cycle, not self-limitation.
# A cycle is dose A (modifies the surface), purge, dose B (removes), purge.
# layer   : modified material present, as equivalent film thickness (nm)
# removed : total film thickness removed (nm)
# Self-limited film: A fills the layer towards a capacity, B empties it.
# Continuous film: B etches at a constant rate whenever it is present.
# Mixed film: both channels act. Grown-layer film: A grows a layer without
# a limit (linear-parabolic law), and B strips that layer completely.
# Rate equations are integrated in time and compared with closed formulas.
import math
import numpy as np
from scipy.constants import k as boltzmann, e as charge


def advance(rate, layer, removed, duration, steps, pump_time=None):
    """Fourth-order Runge-Kutta; rates scale with relative pressure."""
    if duration == 0:
        return layer, removed
    h = duration / steps
    for i in range(steps):
        if pump_time is None:
            p0 = pm = p1 = 1.0
        else:
            p0 = math.exp(-i * h / pump_time)
            pm = math.exp(-(i + 0.5) * h / pump_time)
            p1 = math.exp(-(i + 1) * h / pump_time)
        u1, w1 = rate(layer)
        u2, w2 = rate(layer + 0.5 * h * p0 * u1)
        u3, w3 = rate(layer + 0.5 * h * pm * u2)
        u4, w4 = rate(layer + h * pm * u3)
        layer += h * (p0 * u1 + 2 * pm * (u2 + u3) + p1 * u4) / 6
        removed += h * (p0 * w1 + 2 * pm * (w2 + w3) + p1 * w4) / 6
    return layer, removed


def simulate(film, cycles, time_a, time_b, steps=200, pump_time=None):
    """Removed thickness after 0, 1, ..., cycles; time_b may be a list."""
    rate_a, rate_b = film
    doses_b = np.broadcast_to(time_b, (cycles,))
    layer, removed, history = 0.0, 0.0, [0.0]
    for dose in doses_b:
        layer, removed = advance(rate_a, layer, removed, time_a, steps)
        layer, removed = advance(rate_b, layer, removed, float(dose), steps)
        if pump_time is not None:
            layer, removed = advance(rate_b, layer, removed,
                                     12 * pump_time, steps, pump_time)
        history.append(removed)
    return np.array(history)


def limited_film(capacity, tau_a, tau_b, direct_rate=0.0):
    return (lambda x: ((capacity - x) / tau_a, 0.0),
            lambda x: (-x / tau_b, x / tau_b + direct_rate))


def limited_epc(capacity, tau_a, tau_b, time_a, time_b):
    a, b = math.exp(-time_a / tau_a), math.exp(-time_b / tau_b)
    return capacity * (1 - a) * (1 - b) / (1 - a * b)


def last_step(history):
    return history[-1] - history[-2]


def bend(history):
    """Largest distance from the chord joining first and last points."""
    chord = np.linspace(history[0], history[-1], len(history))
    return np.max(np.abs(history - chord))


def close(x, y, tolerance):
    return abs(x - y) <= tolerance * abs(y)


# Chosen inputs: nm and s
capacity, tau_a, tau_b = 0.050, 0.25, 0.50
time_a, time_b, cycles = 2.0, 2.0, 100
epc = limited_epc(capacity, tau_a, tau_b, time_a, time_b)
etch_rate = epc / time_b                 # chosen to match the slope
leak_rate = 0.005
mixed_capacity = capacity * (epc - leak_rate * time_b) / epc
films = {
    "self-limited": limited_film(capacity, tau_a, tau_b),
    "continuous": (lambda x: (0.0, 0.0), lambda x: (0.0, etch_rate)),
    "mixed": limited_film(mixed_capacity, tau_a, tau_b, leak_rate)}

print(f"Layer capacity M: {capacity:.3f} nm")
print(f"Time constants A, B: {tau_a:.2f}, {tau_b:.2f} s")
print(f"Dose times A, B: {time_a:.1f}, {time_b:.1f} s; cycles: {cycles}")
print(f"Unfinished fraction a: {math.exp(-time_a / tau_a):.6f}")
print(f"Unfinished fraction b: {math.exp(-time_b / tau_b):.5f}")
print(f"Self-limited removal per cycle (formula): {epc:.5f} nm")
print(f"Matching continuous rate r: {etch_rate:.5f} nm/s")
print(f"Mixed film: M' = {mixed_capacity:.5f} nm, r' = {leak_rate:.3f} nm/s")

# Same line, different response to exposure
base, ratio_b = {}, {}
for name, film in films.items():
    base[name] = simulate(film, cycles, time_a, time_b)
    double = simulate(film, cycles, time_a, 2 * time_b)
    double_a = simulate(film, 20, 2 * time_a, time_b)
    split = simulate(film, cycles // 2, time_a, 2 * time_b)
    b_only = simulate(film, cycles, 0.0, time_b)
    ratio_b[name] = last_step(double) / last_step(base[name])
    ratio_a = last_step(double_a) / last_step(base[name])
    assert bend(base[name]) < 1e-5
    assert close(base[name][-1], cycles * epc, 1e-5)
    print(f"{name}: removed, {cycles} cycles: {base[name][-1]:.3f} nm")
    print(f"  B dose doubled, {cycles} cycles: {double[-1]:.3f} nm")
    print(f"  ratio, B doubled: {ratio_b[name]:.4f}; A doubled: {ratio_a:.4f}")
    print(f"  {cycles // 2} cycles, B doubled: {split[-1]:.3f} nm")
    print(f"  {cycles} cycles of B alone: {b_only[-1]:.3f} nm")
    if name == "self-limited":
        assert split[-1] < 0.52 * base[name][-1]
    if name == "continuous":
        assert close(split[-1], base[name][-1], 1e-9)
b = math.exp(-time_b / tau_b)
assert close(ratio_b["self-limited"], 1 + b, 1e-4)
assert close(ratio_b["continuous"], 2.0, 1e-9)
mixed_double = mixed_capacity * (1 - b**2) + leak_rate * 2 * time_b
assert close(ratio_b["mixed"], mixed_double / epc, 1e-3)

# The slope of removal against long doses reveals the continuous channel
long_1 = last_step(simulate(films["mixed"], 4, time_a, 4.0))
long_2 = last_step(simulate(films["mixed"], 4, time_a, 6.0))
found_leak = (long_2 - long_1) / 2.0
assert close(found_leak, leak_rate, 5e-3)
print(f"Mixed film, slope between 4 and 6 s doses: {found_leak:.5f} nm/s")

# Unsaturated self-limited steps: short transient, then a straight line
short_a, short_b = 0.50, 0.25
short = simulate(films["self-limited"], 30, short_a, short_b)
steady = limited_epc(capacity, tau_a, tau_b, short_a, short_b)
memory = math.exp(-short_a / tau_a - short_b / tau_b)
number = np.arange(1, 31)
assert np.allclose(np.diff(short), steady * (1 - memory**number), rtol=1e-5)
assert bend(short[8:]) < 1e-6
print(f"Short doses A, B: {short_a:.2f}, {short_b:.2f} s")
print(f"  memory factor ab: {memory:.4f}")
print(f"  removal in cycle 1: {short[1]:.5f} nm")
print(f"  removal in cycle 30: {last_step(short):.5f} nm")

# A slow self-limited film imitates continuous etching at short doses
slow_tau = 20.0
slow = limited_film(capacity, tau_a, slow_tau)
slow_ratios = []
for dose in (2.0, 100.0):
    one = last_step(simulate(slow, 4, time_a, dose))
    two = last_step(simulate(slow, 4, time_a, 2 * dose))
    slow_ratios.append(two / one)
    assert close(two / one, 1 + math.exp(-dose / slow_tau), 1e-3)
print(f"Slow film, B time constant {slow_tau:.0f} s:")
print(f"  doubling ratio from 2 s: {slow_ratios[0]:.4f}")
print(f"  doubling ratio from 100 s: {slow_ratios[1]:.4f}")

# Identical exposure times are what makes the continuous line straight
ramp = np.linspace(time_b, 2 * time_b, cycles)
bend_c = bend(simulate(films["continuous"], cycles, time_a, ramp))
bend_s = bend(simulate(films["self-limited"], cycles, time_a, ramp))
assert close(bend_c, cycles * etch_rate * time_b / 8, 0.02)
assert bend_s < 0.1 * bend_c
print(f"B dose ramped 2 to 4 s, bend, continuous: {bend_c:.3f} nm")
print(f"B dose ramped 2 to 4 s, bend, self-limited: {bend_s:.3f} nm")

# Layer grown in A: layer**2 + length*layer = growth*time, stripped in B
growth, length, strip_rate, smooth = 0.50, 0.10, 2.0, 0.02


def strip(x):
    speed = strip_rate * x / (x + smooth)
    return -speed, speed


grown = (lambda x: (growth / (2 * x + length), 0.0), strip)
grown_base = simulate(grown, 20, time_a, time_b, 400)
grown_2a = simulate(grown, 20, 2 * time_a, time_b, 400)
grown_2b = simulate(grown, 20, time_a, 2 * time_b, 400)
grown_b_only = simulate(grown, 20, 0.0, time_b, 400)


def grown_layer(time):
    return (math.sqrt(length**2 + 4 * growth * time) - length) / 2


assert close(last_step(grown_base), grown_layer(time_a), 2e-3)
assert close(last_step(grown_2a), grown_layer(2 * time_a), 2e-3)
assert bend(grown_base) < 1e-4
grown_ratio_a = last_step(grown_2a) / last_step(grown_base)
grown_ratio_b = last_step(grown_2b) / last_step(grown_base)
assert grown_ratio_a > 1.4 and abs(grown_ratio_b - 1) < 1e-3
print(f"Grown-layer film: K = {growth:.2f} nm^2/s, L = {length:.2f} nm")
print(f"  removal per cycle: {last_step(grown_base):.3f} nm")
print(f"  removed in 20 cycles: {grown_base[-1]:.2f} nm")
print(f"  ratio, A doubled: {grown_ratio_a:.3f}; B doubled: {grown_ratio_b:.3f}")
print(f"  20 cycles of B alone: {grown_b_only[-1]:.3f} nm")

# Line fits to noisy readings every ten cycles
noise = 0.10
rng = np.random.default_rng(7)
reading_cycles = np.arange(0, cycles + 1, 10)
spread = np.sum((reading_cycles - reading_cycles.mean())**2)
slope_error = noise / math.sqrt(spread)
print(f"Reading noise: {noise:.2f} nm; slope error: {slope_error:.5f} nm/cycle")
for name in films:
    data = base[name][reading_cycles] + rng.normal(0, noise, 11)
    slope, offset = np.polyfit(reading_cycles, data, 1)
    misfit = np.sum((data - slope * reading_cycles - offset)**2)
    r_squared = 1 - misfit / np.sum((data - data.mean())**2)
    assert r_squared > 0.99 and abs(slope - epc) < 4 * slope_error
    print(f"  {name}: slope {slope:.4f} nm/cycle, R^2 = {r_squared:.4f}")

# Neglected effect: reactant B lingers while it is pumped out
pump = 0.20
tail = {}
for name in ("self-limited", "continuous"):
    one = last_step(simulate(films[name], 4, time_a, time_b, 200, pump))
    two = last_step(simulate(films[name], 4, time_a, 2 * time_b, 200, pump))
    tail[name] = (one / epc - 1, two / one)
tail_epc = limited_epc(capacity, tau_a, tau_b, time_a, time_b + pump)
assert close(tail["self-limited"][0], tail_epc / epc - 1, 2e-2)
assert close(tail["continuous"][1],
             (2 * time_b + pump) / (time_b + pump), 1e-4)
print(f"Pump-out time constant: {pump:.2f} s")
for name, (extra, ratio) in tail.items():
    print(f"  {name}: extra {100 * extra:.2f} %, doubling ratio {ratio:.4f}")

# Neglected effect: temperature drift over the run
temperature, drift, barrier, capacity_energy = 550.0, 2.0, 0.50, 0.20


def thermal_factor(energy_ev):
    inverse = 1 / temperature - 1 / (temperature + drift)
    return math.exp(energy_ev * charge / boltzmann * inverse)


speedup = thermal_factor(barrier)
linear_estimate = barrier * charge * drift / (boltzmann * temperature**2)
assert close(speedup - 1, linear_estimate, 0.03)
warm = limited_epc(capacity, tau_a / speedup, tau_b / speedup, time_a, time_b)
warm_capacity = warm * thermal_factor(capacity_energy)
drift_bend = cycles * epc * (speedup - 1) / 8
warm_rates = etch_rate * np.linspace(1, speedup, cycles)
warm_line = np.concatenate(([0.0], np.cumsum(warm_rates * time_b)))
assert close(bend(warm_line), drift_bend, 0.03)
print(f"Drift {drift:.0f} K at {temperature:.0f} K, barrier {barrier:.2f} eV:")
print(f"  continuous removal per cycle: +{100 * (speedup - 1):.2f} %")
print(f"  self-limited, rates only: +{100 * (warm / epc - 1):.2f} %")
print(f"  self-limited, M also activated by {capacity_energy:.2f} eV: "
      f"+{100 * (warm_capacity / epc - 1):.2f} %")
print(f"  bend of the continuous line: {bend(warm_line):.3f} nm")
print("all good")
```

Output:

```
Layer capacity M: 0.050 nm
Time constants A, B: 0.25, 0.50 s
Dose times A, B: 2.0, 2.0 s; cycles: 100
Unfinished fraction a: 0.000335
Unfinished fraction b: 0.01832
Self-limited removal per cycle (formula): 0.04907 nm
Matching continuous rate r: 0.02453 nm/s
Mixed film: M' = 0.03981 nm, r' = 0.005 nm/s
self-limited: removed, 100 cycles: 4.907 nm
  B dose doubled, 100 cycles: 4.997 nm
  ratio, B doubled: 1.0183; A doubled: 1.0003
  50 cycles, B doubled: 2.498 nm
  100 cycles of B alone: 0.000 nm
continuous: removed, 100 cycles: 4.907 nm
  B dose doubled, 100 cycles: 9.814 nm
  ratio, B doubled: 2.0000; A doubled: 1.0000
  50 cycles, B doubled: 4.907 nm
  100 cycles of B alone: 4.907 nm
mixed: removed, 100 cycles: 4.907 nm
  B dose doubled, 100 cycles: 5.978 nm
  ratio, B doubled: 1.2184; A doubled: 1.0003
  50 cycles, B doubled: 2.989 nm
  100 cycles of B alone: 1.000 nm
Mixed film, slope between 4 and 6 s doses: 0.00501 nm/s
Short doses A, B: 0.50, 0.25 s
  memory factor ab: 0.0821
  removal in cycle 1: 0.01701 nm
  removal in cycle 30: 0.01853 nm
Slow film, B time constant 20 s:
  doubling ratio from 2 s: 1.9048
  doubling ratio from 100 s: 1.0067
B dose ramped 2 to 4 s, bend, continuous: 0.620 nm
B dose ramped 2 to 4 s, bend, self-limited: 0.010 nm
Grown-layer film: K = 0.50 nm^2/s, L = 0.10 nm
  removal per cycle: 0.951 nm
  removed in 20 cycles: 19.02 nm
  ratio, A doubled: 1.435; B doubled: 1.000
  20 cycles of B alone: 0.000 nm
Reading noise: 0.10 nm; slope error: 0.00095 nm/cycle
  self-limited: slope 0.0493 nm/cycle, R^2 = 0.9983
  continuous: slope 0.0475 nm/cycle, R^2 = 0.9978
  mixed: slope 0.0487 nm/cycle, R^2 = 0.9972
Pump-out time constant: 0.20 s
  self-limited: extra 0.61 %, doubling ratio 1.0122
  continuous: extra 10.00 %, doubling ratio 1.9091
Drift 2 K at 550 K, barrier 0.50 eV:
  continuous removal per cycle: +3.90 %
  self-limited, rates only: +0.28 %
  self-limited, M also activated by 0.20 eV: +1.82 %
  bend of the continuous line: 0.024 nm
all good
```
